# Choosing the Time Step for a Ferroelectric Capacitor with Series Resistor

## The decision: how large may the time step be?

Electronic-structure programs that propagate a system in time ask for a time step. The same setting returns when a computed double-well energy, expressed as a function of polarization, is used to simulate switching in a circuit. A step chosen for the slow voltage sweep can jump over the polarization reversal. A step chosen for the fastest charge motion wastes most of its work on intervals in which little happens.

The analysis below leads to this choice: use an implicit charge update, let an error estimate choose the step, and cap the step at twice the growth time of the fastest instability of the energy curve, which for the quartic double well used here is that of the unpolarized state. Satisfying Kirchhoff's law is necessary, but it does not show that the step is small enough.

## The model behind the setting

A uniform, single-domain film of area $A$ and thickness $d$ is in series with a resistor $R$ and a source $V(t)$. SI units are natural here. The free charge is $Q=AD$, with

$$D=\varepsilon E+P .$$

Here $P$ is the switching polarization, $E$ is the field in the film, and $\varepsilon$ is the permittivity of the vacuum and all linear background response together. The capacitor voltage is $V_F=Ed$. The Landau energy density is

$$g(P)=\tfrac{\alpha}{2}P^2+\tfrac{\beta}{4}P^4,\qquad \alpha<0<\beta .$$

If $\alpha$ and $\beta$ are fitted to computed energies, the background response belongs in $\varepsilon$ and must not be counted again in $g$. The viscosity $\rho$ is a dynamical parameter, which a static energy curve does not supply.

Kirchhoff's law is $V=R\dot Q+Ed$. Dividing by $d$ and defining $v=V/d$ and $r=RA/d$ gives the first equation; Landau-Khalatnikov relaxation gives the second:

$$r\dot D=v-E,\qquad \rho\dot P=E-g'(P),\qquad E=\frac{D-P}{\varepsilon}. \tag{1}$$

The stored energy density is $w=(D-P)^2/(2\varepsilon)+g(P)$. Its derivative is

$$\dot w=E(\dot D-\dot P)+g'\dot P=E\dot D-\rho\dot P^2 .$$

Multiplying Kirchhoff's law by $\dot D$ gives $v\dot D=r\dot D^2+E\dot D$. Therefore

$$v\dot D=\dot w+r\dot D^2+\rho\dot P^2 . \tag{2}$$

Source work becomes stored energy, resistor heat and polarization heat. The model omits nucleation, domain walls, leakage and thermal noise, so its coercive voltage is that of uniform reversal.

## Why an explicit step is expensive

Near a state with curvature $\kappa=g''(P)$, small deviations obey

$$\delta\dot D=-\frac{\delta D-\delta P}{r\varepsilon},\qquad
\delta\dot P=\frac{\delta D-\delta P}{\rho\varepsilon}-\frac{\kappa}{\rho}\delta P .$$

For deviations proportional to $e^{-st}$, the determinant condition, multiplied by $\rho r\varepsilon$, is

$$\rho r\varepsilon s^2-(\rho+r+\kappa r\varepsilon)s+\kappa=0 . \tag{3}$$

When $\varepsilon$ is small, one root is large: charge and polarization quickly adjust to each other. The other is approximately $\kappa/(\rho+r+\kappa r\varepsilon)$ and describes slow relaxation within a well.

Explicit Euler multiplies a mode by $1-sh$ per step, so a decaying mode stays bounded only for $h\le2/s$. The fast mode imposes this limit even when its amplitude is negligible.

## The implicit charge update

Let subscripts 0 and 1 mark the two ends of a step $h$. Define

$$\bar D=\tfrac12(D_0+D_1),\quad m=\tfrac12(P_0+P_1),\quad \bar E=\frac{\bar D-m}{\varepsilon}.$$

Let $\bar v$ be the time average of the source field over the step. For $V=V_0\sin\omega t$ and midpoint time $t_m$, integration gives

$$\bar v=\frac{V_0}{d}\sin(\omega t_m)\frac{\sin(\omega h/2)}{\omega h/2}.$$

The discrete equations are

$$r\frac{D_1-D_0}{h}+\bar E=\bar v,\qquad
\rho\frac{P_1-P_0}{h}+\bar g=\bar E, \tag{4}$$

where $\bar g$ is the discrete gradient:

$$\bar g=\frac{g(P_1)-g(P_0)}{P_1-P_0}
=\frac{\alpha}{2}(P_1+P_0)+\frac{\beta}{4}(P_1+P_0)(P_1^2+P_0^2).$$

Put $P_1=m+\delta$ and $P_0=m-\delta$. Then $P_1+P_0=2m$ and $P_1^2+P_0^2=2m^2+2\delta^2$, so

$$\bar g=\alpha m+\beta m\left[m^2+(m-P_0)^2\right]. \tag{5}$$

This form has no division by a small polarization change.

To eliminate the charge, use $D_1-D_0=2(\bar D-D_0)$ and $\bar D=\varepsilon\bar E+m$ in the first part of (4):

$$\left(1+\frac{2r\varepsilon}{h}\right)\bar E
=\bar v+\frac{2r}{h}(D_0-m),$$

$$\bar E=\frac{\bar v}{1+2r\varepsilon/h}
+\frac{2r(D_0-m)}{h+2r\varepsilon}. \tag{6}$$

One scalar equation remains:

$$F(m)=\frac{2\rho}{h}(m-P_0)+\bar g(m)-\bar E(m)=0. \tag{7}$$

After solving it, set

$$P_1=2m-P_0,\qquad D_1=2(\varepsilon\bar E+m)-D_0. \tag{8}$$

Equation (6) was obtained from Kirchhoff's law without using $F=0$. The charge update therefore satisfies the step-averaged law for any $m$, even an unconverged one. Multiplying that law by $hd$ and summing over steps gives

$$R(Q_N-Q_0)+\sum_n h_n\bar V_{F,n}=\int V\,dt,$$

where $\bar V_{F,n}$ is the mean of the two endpoint capacitor voltages.

## What the energy balance adds

Let $\Delta$ denote end minus start. The difference of squares gives

$$\Delta\frac{(D-P)^2}{2\varepsilon}=\bar E(\Delta D-\Delta P).$$

Equation (7) without setting $F$ to zero reads $\bar E=\rho\Delta P/h+\bar g-F$. Multiply it by $\Delta P$ and use $\bar g\Delta P=\Delta g$. Adding Kirchhoff's law multiplied by $\Delta D$ yields

$$\bar v\Delta D=\Delta w+r\frac{(\Delta D)^2}{h}
+\rho\frac{(\Delta P)^2}{h}-F\Delta P. \tag{9}$$

The last term vanishes at convergence, leaving the discrete form of (2). The energy residual can thus reveal an unfinished polarization solve that the Kirchhoff residual cannot see. It has a blind spot: if the solver returns $P_1=P_0$, the term $F\Delta P$ vanishes even when $F$ does not. The residual $F$ itself should therefore be checked too. The energy residual does not measure time-step error, because a converged large step also balances energy.

Accuracy follows from expansion about the midpoint. For a smooth solution, difference quotients and endpoint means differ from midpoint values by $O(h^2)$, as does $\bar v$. In (5), $m-P_0=O(h)$, so $\bar g=g'(P(t_m))+O(h^2)$. The equation defect is $O(h^2)$, the error made in one step is $O(h^3)$, and the error accumulated over a fixed time is $O(h^2)$.

## The cap on the step

Differentiate (7), using

$$3m^2+(m-P_0)^2+2m(m-P_0)=2m^2+(2m-P_0)^2 .$$

The result is

$$F'(m)=\frac{2\rho}{h}+\frac{2r}{h+2r\varepsilon}+\alpha
+\beta\left[2m^2+(2m-P_0)^2\right]. \tag{10}$$

Call the sum of the first three terms $S$. The bracket is nonnegative, so $F'\ge S$. If $S>0$, $F$ rises from $-\infty$ to $+\infty$ and has one root for every starting state and source value. The root lies between $P_0$ and $P_0-F(P_0)/S$, which brackets a Newton iteration safeguarded by bisection.

The limiting step $h_*$ satisfies $S=0$. Clearing denominators gives

$$|\alpha|h_*^2-2(\rho+r-|\alpha|r\varepsilon)h_*-4\rho r\varepsilon=0. \tag{11}$$

The bound is sharp. For $P_0=D_0=\bar v=0$, equation (7) becomes $m(S+2\beta m^2)=0$, which has three real roots as soon as $S<0$.

Equation (11) also has a direct physical meaning. At $P=0$, $\kappa=-|\alpha|$. Put $s=-\sigma$ in (3), where $\sigma>0$ is the growth rate of the instability:

$$\rho r\varepsilon\sigma^2+(\rho+r-|\alpha|r\varepsilon)\sigma-|\alpha|=0.$$

Substituting $\sigma=2/h_*$ and multiplying by $-h_*^2$ reproduces (11). Hence $h_*=2/\sigma$, twice the growth time. Above this cap a particular step may still have one root, but uniqueness is no longer guaranteed for all states, and a solver may select a different branch.

Two limits show the role of the electrical boundary condition:

- **Fixed voltage, $r\to0$.** The cap becomes $2\rho/|\alpha|$ and $\bar E=\bar v$. At constant $v$, $E_1-v=-(E_0-v)$, so an inconsistent initial field alternates without decay. Start with $E_0=v$, or impose $E=v$ directly.
- **Fixed charge, $r\to\infty$.** The second term of $S$ tends to $1/\varepsilon$. If $|\alpha|\varepsilon<1$, the cap disappears in this limit, because the energy at fixed $D$ has a single minimum in $P$. If $|\alpha|\varepsilon>1$, a finite cap $2\rho/(|\alpha|-1/\varepsilon)$ remains.

## Letting the error choose the step

Take one trial step $h$ and, from the same start, two steps $h/2$. If the local error of the large step is $Ch^3$, that of the pair is $2C(h/2)^3=Ch^3/4$. Their difference is $3Ch^3/4$, three times the error of the pair. Accept the pair if the larger of the differences in $D$ and $P$, divided by the remanent polarization $P_r=\sqrt{-\alpha/\beta}$, is below the tolerance. Then multiply $h$ by

$$0.9\left(\frac{\text{tolerance}}{\text{difference}}\right)^{1/3},$$

restricted to the range 0.2 to 2, and keep $h$ below $0.9h_*$.

The cubic law holds for steps short compared with both the visible motion and the fast relaxation time. Many steps in the cycle below are longer than the fast time. There the factor three and the exponent 1/3 are only guides, and the accuracy reached must be checked by tightening the tolerance. For a decaying linear mode, (4) gives the factor

$$\frac{1-sh/2}{1+sh/2},$$

which is bounded but tends to $-1$ at large $sh$. A fast deviation can then ring. The large step nearly reverses its sign, while two half-steps nearly restore it, so for $sh\gg1$ a deviation $a$ produces a difference approaching $2|a|$. In that limit the error estimate sees ringing above about half the tolerance. At moderate $sh$ the difference is smaller, but the deviation also decays quickly: at $sh=2$ the large step removes it and the pair leaves $a/9$.

## A step worked in numbers

The round model parameters are $\alpha=-4\times10^8$ m/F, $\beta=10^{10}$ m⁵/(F C²), $\rho=1$ Ω m, $\varepsilon=2.6563\times10^{-10}$ F/m, $d=10$ nm, $A=100$ µm² and $R=1000$ Ω. Thus $r=10$ Ω m and $P_r=0.2$ C/m².

Start in mid-jump with $P_0=0$, $D_0=0.001$ C/m², a source of 0.5 V and $h=10$ ns. The converged result is $D_1=0.056490$ and $P_1=0.060406$ C/m². The resistor voltage is

$$RA\frac{D_1-D_0}{h}
=\frac{10^3\times10^{-10}\times0.055490}{10^{-8}}
=0.5549\ \text{V}.$$

The means are $\bar D=0.028745$ and $m=0.030203$ C/m², so

$$\bar V_F=10^{-8}\times\frac{-0.001458}{2.6563\times10^{-10}}
=-0.0549\ \text{V}.$$

The voltages add to 0.5 V. After a single Newton pass they are 0.5614 and −0.0614 V, which also add to 0.5 V. The energy defect, however, is 1.3% of the source work in that step. Equation (9) accounts for it: starting from $m=P_0=0$, the first pass omits the cubic term and leaves $F=2\beta m^3$.

For the cap, $|\alpha|r\varepsilon=1.0625$ Ω m, and (11) gives

$$h_*=\frac{19.875+\sqrt{19.875^2+17.0}}{8\times10^8}\ \text{s}
=50.2\ \text{ns}.$$

For the symmetric case $P_0=D_0=\bar v=0$, not the step worked above, root counting on the original pair of discrete equations finds one root at $0.95h_*$ and three at $1.05h_*$.

## A full cycle and its step sizes

The source is now a 1 V sine of period 10 µs, and the film starts at negative remanence. There the fast and slow relaxation times are 0.205 and 16.2 ns. In a test of explicit Euler, a small fast-mode deviation shrank to 0.012 of its initial size after 20 steps of 1.8 fast times. With steps of 2.2 fast times it grew 38-fold. Dividing the period by the remanence limit gives about 24,400 explicit steps. For a fixed step this is only a lower bound: near the source peak $|P|$ exceeds $P_r$, the curvature is larger, and the stable step is shorter. With $|P|=0.276$ C/m² there, (3) raises the count to about 29,500.

With a tolerance of $10^{-6}$, the implicit method accepted 3398 half-steps and rejected no trial. Each accepted pair needs three scalar solves, hence $3398/2\times3=5097$ solves. This compares counts, not running times: each solve takes about three Newton passes, so in evaluations the saving over stability-limited Euler is nearer a factor of two. The median half-step was 3.6 ns over the cycle and 0.37 ns during the upward jump, counted while $|P|<0.1$ C/m². That part of the jump lasted about 77 ns; the listed 77.7 ns is the sum of the steps ending in that range and includes part of an edge step. The largest half-step, 5.12 ns, belongs to a trial step of 10.24 ns, well below the 45 ns cap. The error test, not the uniqueness cap, limited the steps in this run.

An independent Radau integration gave switching times within 0.0015 ns of the adaptive result. In a separate fixed-step test at a constant 0.6 V, halving $h$ from 0.2 to 0.1 ns reduced the rms error in $P/P_r$ from $2.89\times10^{-6}$ to $7.23\times10^{-7}$, a factor of 4.00.

## Reading the voltage dip

Insert $\dot D=\dot P+\varepsilon\dot E$ and $\dot P=(E-g')/\rho$ into Kirchhoff's law and multiply by $\rho$:

$$(r+\rho)E=rg'+\rho v-r\rho\varepsilon\dot E.$$

When the last term is small,

$$E\simeq\frac{rg'(P)+\rho v}{r+\rho},\qquad
(r+\rho)\dot P\simeq v-g'(P). \tag{12}$$

The resistor acts as additional viscosity. Under a rising source, larger $r$ slows the polarization and lets the source climb further before reversal.

The static coercive voltage follows from $g''=0$ at $|P|=P_r/\sqrt3$:

$$V_c=\frac{2}{3\sqrt3}|\alpha|P_rd=0.308\ \text{V}.$$

At the upward crossing of $P=0$, the source had reached 0.409 V with 1000 Ω, but 0.343 V with 100 Ω. Neither value is a material constant; both include a dynamic delay.

The capacitor voltage peaked at 0.313 V before the crossing and then fell to −0.242 V while positive charge was still arriving. This is a transient negative differential capacitance of the uniform model. A real film of this area reverses through domains, and a measured dip need not have this origin or this size. Equation (12) explains the size of the dip. Near $P=P_r/\sqrt3$, $g'd=-V_c$; using the source voltage at $P=0$ as an estimate gives

$$V_F\simeq\frac{10(-0.308)+0.409}{11}=-0.243\ \text{V}.$$

For 100 Ω, $r=1$ Ω m and the estimate is $(-0.308+0.343)/2=0.018$ V, against a computed minimum of 0.019 V. A negative capacitor voltage is therefore not a necessary sign of switching. Over the 1000 Ω cycle, the largest error of the approximation was 6 mV.

The source supplied 32.00 pJ: 29.10 pJ became resistor heat, 2.90 pJ polarization heat, and less than 0.001 pJ remained as a change of stored energy. The heat ratio is close to $r/\rho=10$, as expected when $\dot D\simeq\dot P$.

## Guidance for the setting

1. Compute $h_*$ from (11) and keep every trial step below it. Equation (11) relies on $g''$ being smallest at $P=0$, as it is for the quartic with $\beta>0$. For another fit, such as a sixth-order one with $\beta<0$, replace $\alpha$ in (11) by the minimum of $g''(P)$; the value at $P=0$ can then give a cap several times too long. Treat it as a guard against multiple solutions, not as an accuracy target.
2. Choose the tolerance by the quantity needed. Tighten it until the switching time and the voltage minimum stop changing at the required precision.
3. Monitor two residuals. A Kirchhoff residual above rounding points to an inconsistent charge update; if the Kirchhoff residual is at rounding level, an energy residual above rounding points to an incomplete polarization solve. A polarization left at its starting value passes both tests, so check $F$ in (7) as well. None of these checks replaces the tolerance check.
4. If a fixed step is required, make it small compared with the growth time $h_*/2$, here 25 ns, and repeat the run with half the step. This suffices for a smooth source. After an abrupt change of the source, the capacitor voltage is accurate only if the step also resolves the fast time, here 0.2 ns.
5. Recompute the cap when $R$, $A$ or $d$ changes, since each enters through $r=RA/d$.

The numerical output below lists the values at higher precision.

## Values computed for the example and the checks

```
alpha = -4.0e+08 m/F, beta = 1.0e+10 m^5/(F C^2)
rho = 1.0 ohm m, eps = 2.6563e-10 F/m
thickness = 10 nm, area = 100 um^2
R = 1000 ohm, r = R*area/thickness = 10.0 ohm m
source amplitude = 1.0 V, period = 10 us
remanent polarization = 0.200 C/m^2
static coercive voltage = 0.3079 V
fast, slow times at remanence = 0.2049, 16.20 ns
Euler growth, h = 1.8 and 2.2 fast times: 0.012, 38.3
uniqueness limit h* = 50.22 ns
roots at 0.95 h* and 1.05 h*: 1, 3
single step: D0 = 0.001 C/m^2, P0 = 0.0 C/m^2
single step: V = 0.5 V, h = 10 ns
converged: D1 = 0.056490, P1 = 0.060406 C/m^2
  resistor 0.554896 V, capacitor -0.054896 V
  relative energy defect = 6.3e-17
one Newton pass: D1 = 0.057140, P1 = 0.061402 C/m^2
  resistor 0.561402 V, capacitor -0.061402 V
  relative energy defect = 1.3e-02
constant-source test voltage = 0.6 V
rms error in P/P_rem, h = 0.2 ns: 2.891e-06
rms error in P/P_rem, h = 0.1 ns: 7.227e-07
observed order = 2.000
cycle: local tolerance = 1e-06 of P_rem
accepted half-steps = 3398, rejected trials = 0
explicit Euler minimum step count = 24397
largest half-step = 5.12 ns
median half-step, cycle = 3.578 ns
median half-step, jump = 0.368 ns
time with |P| < 0.1 C/m^2, up jump = 77.7 ns
P = 0 upward at 670.19 ns, downward at 5670.19 ns
largest switching-time difference from Radau = 0.0015 ns
source voltage at upward P = 0: 0.4088 V
capacitor voltage at upward P = 0: 0.0407 V
capacitor peak before P = 0: 0.3126 V
capacitor minimum after P = 0: -0.2416 V
largest divider-formula error = 5.97 mV
peak current = 0.6621 mA
largest Kirchhoff residual = 4.4e-12 V
source work = 32.0044 pJ
resistor heat = 29.1022 pJ
polarization heat = 2.9015 pJ
change of stored energy = 0.000732 pJ
relative energy-balance residual = 2.1e-14
relative heat difference from Radau = 1.3e-06
R = 100 ohm: source voltage at P = 0: 0.3432 V
R = 100 ohm: capacitor minimum: 0.0192 V
```
